# The interface potential step as a first moment of charge: verification in Python

```python
"""Potential step across an interface = first moment of the charge density.

Result under test:
  Phi(+inf) - Phi(-inf) = (1/eps0) * integral (z - z0) R(z) dz, for any z0,
where z is the interface normal, R the planar- and macroscopically averaged
total charge density, and Phi the equally averaged electrostatic potential.
Both bulks are neutral and field-free. Potentials are in volts.
Part A: two stacks of Gaussian planes (lengths in angstrom, charge in e).
Part B: direct Coulomb sum over a two-dimensional lattice of point charges.
Part C: Schottky contact with gap and depletion layer (SI units inside).
"""
import numpy as np
from scipy.constants import e, epsilon_0, pi
from scipy.integrate import quad, simpson
from scipy.special import erf

K = e / epsilon_0 * 1e10          # e/eps0 in V angstrom

# ---------- Part A: crystalline interface ----------
h = 0.05                          # grid spacing
z = np.arange(-1300, 1301) * h
# spacing, areal charge of one plane, ion width, electron width, plane count
metal = dict(d=2.0, n=0.20, si=0.3, se=0.7, count=30)
semi = dict(d=3.0, n=0.30, si=0.3, se=0.8, count=20)
transfer, half_distance, transfer_width = 0.002, 1.0, 0.5

sheets = []                       # (areal charge, centre, Gaussian width)
for crystal, side in ((metal, -1), (semi, 1)):
    for j in range(crystal["count"]):
        centre = side * crystal["d"] * (j + 0.5)
        sheets.append((crystal["n"], centre, crystal["si"]))
        sheets.append((-crystal["n"], centre, crystal["se"]))
sheets.append((transfer, half_distance, transfer_width))
sheets.append((-transfer, -half_distance, transfer_width))

rho = np.zeros_like(z)
phi = np.zeros_like(z)
for charge, centre, s in sheets:
    u = z - centre
    gauss = np.exp(-u**2 / (2 * s**2))
    rho += charge * gauss / (s * np.sqrt(2 * pi))
    # Coulomb potential of a Gaussian sheet: -(1/2 eps0) * mean distance
    phi -= K * charge / 2 * (u * erf(u / (np.sqrt(2) * s))
                             + s * np.sqrt(2 / pi) * gauss)


def macro_average(f, multiple=1):
    """Average over the periods of both crystals, one after the other."""
    n1 = multiple * round(metal["d"] / h)
    n2 = multiple * round(semi["d"] / h)
    kernel = np.convolve(np.ones(n1) / n1, np.ones(n2) / n2)
    return np.convolve(f, kernel, mode="same")


def index(position):
    return int(np.argmin(abs(z - position)))


left, right = index(-30.0), index(30.0)
window = slice(left, right + 1)
R, Phi = macro_average(rho), macro_average(phi)
step_potential = Phi[right] - Phi[left]
net_charge = np.sum(R[window]) * h
origins = (0.0, 25.0, -1000.0)
moments = [K * np.sum((z[window] - z0) * R[window]) * h for z0 in origins]
R_wide, Phi_wide = macro_average(rho, 2), macro_average(phi, 2)
moment_wide = K * np.sum(z[window] * R_wide[window]) * h
assert abs(net_charge) < 1e-10
assert max(abs(R[left]), abs(R[right])) < 1e-10
assert max(abs(rho[left - 20:left + 20])) > 1e-2   # raw density oscillates
for value in moments + [moment_wide, Phi_wide[right] - Phi_wide[left]]:
    assert abs(value - step_potential) < 1e-6


def bulk_term(c):
    """Mean potential from the second moment of one neutral plane."""
    return -K * c["n"] * (c["si"]**2 - c["se"]**2) / (2 * c["d"])


mean_metal = Phi[left] - phi[0]       # relative to the vacuum on that side
mean_semi = Phi[right] - phi[-1]
transfer_step = K * transfer * 2 * half_distance
assert abs(mean_metal - bulk_term(metal)) < 1e-6
assert abs(mean_semi - bulk_term(semi)) < 1e-6
assert abs(bulk_term(semi) - bulk_term(metal) + transfer_step
           - step_potential) < 1e-6

# Raw density in two windows, both neutral by symmetry of the cuts
raw = []
for a, b in ((-30.0, 30.0), (-29.0, 28.5)):
    i, k = index(a), index(b)
    part = slice(i, k + 1)
    q_raw = simpson(rho[part], x=z[part])
    m_raw = K * simpson(z[part] * rho[part], x=z[part])
    assert abs(q_raw) < 1e-5          # Simpson error at the cut ends
    assert abs(m_raw - (phi[k] - phi[i])) < 5e-3
    raw.append(m_raw)
assert abs(raw[0] - raw[1]) > 0.1
assert min(abs(m - step_potential) for m in raw) > 0.1

# ---------- Part B: three-dimensional Coulomb sum ----------
cell = 3.0
height = 9.0
points = ((0.20, 0.0, 0.0, 0.4), (-0.15, 1.0, 0.5, -0.3),
          (-0.05, 2.0, 1.5, 0.8))     # charge, x, y, z


def coulomb_step(radius):
    """Potential above minus below a disc of cells, by Coulomb's law."""
    i = np.arange(-radius, radius + 1)
    X, Y = np.meshgrid(i, i)
    keep = X**2 + Y**2 <= radius**2
    x, y = cell * X[keep], cell * Y[keep]
    total = np.zeros_like(x)
    for q, px, py, pz in points:
        lateral = (x + px)**2 + (y + py)**2
        total += q / np.sqrt(lateral + (height - pz)**2)
        total -= q / np.sqrt(lateral + (height + pz)**2)
    return K / (4 * pi) * total.sum()


disc_small, disc_large = coulomb_step(200), coulomb_step(400)
lattice_step = 2 * disc_large - disc_small    # removes the 1/radius term
lattice_moment = K * sum(q * pz for q, _, _, pz in points) / cell**2
assert abs(sum(p[0] for p in points)) < 1e-12
assert abs(lattice_step - lattice_moment) < 1e-3

# ---------- Part C: Schottky contact ----------
donors, eps_r, width, gap = 1e24, 12.0, 30e-9, 0.2e-9
free_sheet = e * donors * width       # magnitude of the metal charge


def field(x):
    """Field from the displacement of the free charge alone."""
    if x < 0:
        return -free_sheet / epsilon_0
    return -e * donors * (width - x) / (epsilon_0 * eps_r)


def potential_from_field(b):
    return -quad(field, -gap, 0)[0] - quad(field, 0, b)[0]


def total_charge_moment(b, z0):
    """Net charge and moment/eps0 of free plus bound charge up to b."""
    bound_sheet = free_sheet * (1 - 1 / eps_r)
    volume = e * donors / eps_r
    q = -free_sheet + bound_sheet + volume * b
    m = -free_sheet * (-gap - z0) + bound_sheet * (0 - z0)
    m += quad(lambda x: (x - z0) * volume, 0, b)[0]
    return q, m / epsilon_0


full_field = potential_from_field(width)
gap_step = -quad(field, -gap, 0)[0]
q_full, full_moment = total_charge_moment(width, 0.0)
assert abs(q_full) < 1e-12 * free_sheet
for z0 in (0.0, width, -1e-7):
    assert abs(total_charge_moment(width, z0)[1] - full_field) < 1e-9
cut = 10e-9
cut_field = potential_from_field(cut)
q_cut, cut_moment_0 = total_charge_moment(cut, 0.0)
cut_moment_b = total_charge_moment(cut, cut)[1]
assert abs(cut_moment_b - cut_field) < 1e-9
assert abs(cut_moment_0 - cut_field) > 0.1
# general window identity, with the boundary term at the cut restored
assert abs(cut_moment_0 - cut * field(cut) - cut_field) < 1e-9

# ---------- Output ----------
print(f"e/eps0 = {K:.3f} V angstrom")
print("A. Crystalline interface")
for name, c in (("metal", metal), ("semiconductor", semi)):
    print(f"{name}: plane spacing = {c['d']:.1f} angstrom")
    print(f"{name}: charge per plane = {c['n']:.2f} e/angstrom^2")
    print(f"{name}: ion width = {c['si']:.1f} angstrom")
    print(f"{name}: electron width = {c['se']:.1f} angstrom")
print(f"transferred charge = {transfer:.3f} e/angstrom^2")
print(f"transfer distance = {2 * half_distance:.1f} angstrom")
print(f"transfer Gaussian width = {transfer_width:.1f} angstrom")
print(f"metal mean potential above vacuum = {mean_metal:.4f} V")
print(f"semiconductor mean potential above vacuum = {mean_semi:.4f} V")
print(f"bulk-term difference = {mean_semi - mean_metal:.4f} V")
print(f"charge-transfer step = {transfer_step:.4f} V")
print(f"step from averaged potential = {step_potential:.4f} V")
for z0, m in zip(origins, moments):
    print(f"moment/eps0, origin {z0:.0f} angstrom = {m:.4f} V")
print(f"moment/eps0, doubled filter widths = {moment_wide:.4f} V")
print(f"electron energy step = {-step_potential:.4f} eV")
print(f"raw moment/eps0, cuts between planes = {raw[0]:.3f} V")
print(f"raw moment/eps0, cuts through planes = {raw[1]:.3f} V")
print("B. Lattice of point charges")
print(f"square cell edge = {cell:.1f} angstrom")
for q, px, py, pz in points:
    print(f"charge {q:+.2f} e at ({px:.1f}, {py:.1f}, {pz:.1f}) angstrom")
print(f"observation heights = +/-{height:.1f} angstrom")
print(f"Coulomb sum, disc radius 200 cells = {disc_small:.4f} V")
print(f"Coulomb sum, disc radius 400 cells = {disc_large:.4f} V")
print(f"Coulomb sum, extrapolated = {lattice_step:.4f} V")
print(f"moment/eps0 = {lattice_moment:.4f} V")
print("C. Schottky contact")
print(f"donor density = {donors * 1e-6:.1e} cm^-3")
print(f"relative permittivity = {eps_r:.0f}")
print(f"depletion width = {width * 1e9:.0f} nm")
print(f"gap = {gap * 1e9:.1f} nm")
print(f"gap step = {gap_step:.4f} V")
print(f"depletion step = {full_field - gap_step:.4f} V")
print(f"total step from field = {full_field:.4f} V")
print(f"total-charge moment/eps0 = {full_moment:.4f} V")
print(f"window end inside depletion layer = {cut * 1e9:.0f} nm")
print(f"net charge in window = {q_cut * 1e3:.4f} mC/m^2")
print(f"potential difference to window end = {cut_field:.4f} V")
print(f"moment/eps0, origin at window end = {cut_moment_b:.4f} V")
print(f"moment/eps0, origin at surface = {cut_moment_0:.4f} V")
print("all tests passed")
```

Running it gives:

```
e/eps0 = 180.951 V angstrom
A. Crystalline interface
metal: plane spacing = 2.0 angstrom
metal: charge per plane = 0.20 e/angstrom^2
metal: ion width = 0.3 angstrom
metal: electron width = 0.7 angstrom
semiconductor: plane spacing = 3.0 angstrom
semiconductor: charge per plane = 0.30 e/angstrom^2
semiconductor: ion width = 0.3 angstrom
semiconductor: electron width = 0.8 angstrom
transferred charge = 0.002 e/angstrom^2
transfer distance = 2.0 angstrom
transfer Gaussian width = 0.5 angstrom
metal mean potential above vacuum = 3.6190 V
semiconductor mean potential above vacuum = 4.9762 V
bulk-term difference = 1.3571 V
charge-transfer step = 0.7238 V
step from averaged potential = 2.0809 V
moment/eps0, origin 0 angstrom = 2.0809 V
moment/eps0, origin 25 angstrom = 2.0809 V
moment/eps0, origin -1000 angstrom = 2.0809 V
moment/eps0, doubled filter widths = 2.0809 V
electron energy step = -2.0809 eV
raw moment/eps0, cuts between planes = 0.006 V
raw moment/eps0, cuts through planes = 5.747 V
B. Lattice of point charges
square cell edge = 3.0 angstrom
charge +0.20 e at (0.0, 0.0, 0.4) angstrom
charge -0.15 e at (1.0, 0.5, -0.3) angstrom
charge -0.05 e at (2.0, 1.5, 0.8) angstrom
observation heights = +/-9.0 angstrom
Coulomb sum, disc radius 200 cells = 1.6833 V
Coulomb sum, disc radius 400 cells = 1.6962 V
Coulomb sum, extrapolated = 1.7090 V
moment/eps0 = 1.7090 V
C. Schottky contact
donor density = 1.0e+18 cm^-3
relative permittivity = 12
depletion width = 30 nm
gap = 0.2 nm
gap step = 0.1086 V
depletion step = 0.6786 V
total step from field = 0.7871 V
total-charge moment/eps0 = 0.7871 V
window end inside depletion layer = 10 nm
net charge in window = -0.2670 mC/m^2
potential difference to window end = 0.4856 V
moment/eps0, origin at window end = 0.4856 V
moment/eps0, origin at surface = 0.1840 V
all tests passed
```
